# Atomic-layer-deposition exposure of narrow holes: when it scales as aspect ratio squared

**Q.** Doubling the depth of a hole doubles its wall area. The wall takes up a fixed number of molecules per area and then stops. Why should the exposure do anything but double?

**A.** It would double if each arriving molecule had the same chance of being used. To see whether it has, we must follow the molecules. Take a straight cylindrical hole of diameter $d$, depth $L$ and aspect ratio $a=L/d$, with a closed floor. The gas at the mouth has constant precursor pressure $P$ and temperature $T$. Molecules collide with the surface but not with each other inside the hole, and those that do not stick leave in a random direction with the cosine law. A saturated surface holds $K$ molecules per area.

The number crossing unit mouth area per time follows from the density $P/k_BT$ and the Maxwell distribution of one velocity component:

$$\Phi=\frac{P}{k_BT}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv
=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}} .$$

For a pulse of length $t$ I use the reduced exposure $\varepsilon=\Phi t/K$: the number of monolayers that would have arrived on an open surface. The ordinary exposure is $Pt$, proportional to $\varepsilon$ at fixed $K$, $m$ and $T$.

**Q.** "Coated" needs a meaning. Does the surface ever fill completely?

**A.** Not with the usual irreversible one-layer kinetics, in which a molecule sticks with probability $\beta(1-\theta)$ where the coverage is $\theta$. Let $KE(x)$ be the number of arrivals per area accumulated at $x$. Then $K\,d\theta=\beta(1-\theta)K\,dE$. Dividing by $K(1-\theta)$ and integrating from the bare surface,

$$-\ln(1-\theta)=\beta E,\qquad \theta=1-e^{-\beta E}.$$

Full coverage needs infinite $E$. We therefore demand a coverage $\theta_b<1$ at the worst-covered spot, which must receive the dose

$$E_b=-\frac{\ln(1-\theta_b)}{\beta}.$$

**Q.** The coverage changes during the pulse, and so does the flow down the hole. Surely you must solve a moving-front problem.

**A.** The time can be integrated out. Let $q(x,x')dx'$ be the probability that a molecule leaving $x$ next lands in $dx'$, and $h(x)$ the probability that it leaves through the mouth. These are the only outcomes, so $h+\int q\,dx'=1$.

We need the reverse flow, the arrivals at $x$ from $x'$. In equilibrium, with every surface receiving the same rate per area, as many molecules go from $x$ to $x'$ as back. This fixes the geometry: if $x'$ emits at a rate $j(x')$ per area, then $x$ receives $\int q(x,x')j(x')dx'$ per area. In the same way the gas outside contributes $\Phi h(x)$. A surface emits what arrives minus what sticks, so the arrival rate $\phi$ obeys

$$\phi(x,t)=\Phi h(x)+\int q(x,x')\left[\phi(x',t)-K\frac{\partial\theta(x',t)}{\partial t}\right]dx' .$$

The flight time has been neglected, which the numbers below justify. Integrate over the pulse and divide by $K$:

$$E(x)=\varepsilon h(x)+\int q(x,x')\,[E(x')-\theta(x')]\,dx' .$$

With $\theta=1-e^{-\beta E}$ this is a static equation for the final dose.

A direct test is to step the coverage through time instead. For $a=10$, $\beta=0.1$ and $\theta_b=0.99$ the static equation asks for $\varepsilon=236.84$. Time stepping to that exposure gives a worst coverage of $0.99000$.

**Q.** A static equation is tidy, but where is the dependence on depth?

**A.** In the dose deficit $U=\varepsilon-E$. Write $\varepsilon=\varepsilon h+\int q\,\varepsilon\,dx'$ and subtract the equation for $E$. The mouth terms cancel, leaving

$$U(x)=\int q(x,x')\,[U(x')+\theta(x')]\,dx' .$$

Suppose first that $\theta=1$ everywhere and call the solution $N(x)$. Then $N=\int q\,(1+N)\,dx'$: each landing counts one, plus whatever follows. So $N(x)$ is the mean number of surface hits made by a molecule that starts at $x$, before it escapes.

For a general coverage, repeated substitution writes $U$ as a sum of positive terms linear in $\theta$. Since $\theta_b\le\theta\le1$, it follows that $\theta_bN\le U\le N$. At the worst spot $\varepsilon=E_b+U$, which gives an upper bound. At the floor $E\ge E_b$, which gives a lower one:

$$E_b+\theta_bN(\text{floor})\le\varepsilon\le E_b+\max_xN(x).$$

These bounds hold for any constant $\beta$ in this model. The question has become how many times a molecule released at the bottom hits the surface on its way out.

**Q.** For a random walk I would guess the square of the number of steps across. But the steps here include very long flights along the axis. Is their mean square even finite?

**A.** It is, and it can be calculated. Let a flight have axial direction component $\sin\alpha$. The unit direction vector, projected on the cross-section, has length $\cos\alpha$ and makes an angle $\psi$ with the inward normal. Both angles run from $-\pi/2$ to $\pi/2$. The solid angle is $\cos\alpha\,d\alpha\,d\psi$ and the normal component is $\cos\alpha\cos\psi$, so the cosine law gives the probability

$$\frac{1}{\pi}\cos^2\!\alpha\,\cos\psi\,d\alpha\,d\psi .$$

The chord across the circle is $d\cos\psi$. The flight length is therefore $\ell=d\cos\psi/\cos\alpha$ and the axial hop is $\Delta=\ell\sin\alpha$. The factors $\cos^2\alpha$ cancel in the mean square:

$$\langle\Delta^2\rangle=\frac{d^2}{\pi}\int\sin^2\!\alpha\,d\alpha\int\cos^3\!\psi\,d\psi
=\frac{d^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac23d^2 .$$

Similarly,

$$\langle\ell\rangle=\frac d\pi\int\cos\alpha\,d\alpha\int\cos^2\!\psi\,d\psi=\frac d\pi\cdot2\cdot\frac\pi2=d .$$

By symmetry $\langle\Delta\rangle=0$. With a finite mean square, many hops add up to ordinary diffusion.

**Q.** Then finish the count, and say what you drop.

**A.** Let $x$ now be the distance from the mouth. Where $U$ and $\theta$ vary little over one diameter, expand the equation for $U$ to leading order:

$$U=\langle U(x+\Delta)+\theta(x+\Delta)\rangle\simeq U+\tfrac12\langle\Delta^2\rangle U''+\theta
\quad\Rightarrow\quad d^2U''=-3\theta .$$

At the mouth $U=0$ to leading order. To see this, note that in equilibrium the wall and floor together receive $4a+1$ times as many molecules as enter the mouth, so an entering molecule makes $4a+1$ hits on average. Near the mouth $U\le N$ is therefore at most of order $a$, small beside the $a^2$ found below. At the floor $U'=0$, because nothing passes through it. The floor's own uptake is dropped: its area is $\pi d^2/4$ against $\pi dL$ for the wall, a ratio $1/(4a)$.

For $\theta=1$, one integration gives $N'=3(L-x)/d^2$, and a second gives

$$N(x)=\frac{3}{d^2}\left(Lx-\frac{x^2}{2}\right),\qquad N(L)=\frac32a^2 .$$

**Q.** Your lower bound still carries $\theta_b$. If I ask for half coverage, is the prefactor $3/2$ or $3/4$?

**A.** In the diffusion equation it tends to $3/2$, because the coverage is low only near the bottom. Measure height from the floor as $y=(L-x)/d$. Since $E=\varepsilon-U$, the diffusion equation is $E''=3\theta$, with $E(0)=E_b$ and $E'(0)=0$. Integrate twice and exchange the order of integration:

$$\varepsilon=E(a)=E_b+3\int_0^a(a-y)\,\theta\,dy=E_b+\frac32a^2-R,$$

$$R=3\int_0^a(a-y)\,e^{-\beta E(y)}dy\ \ge0 .$$

The dose rises from the floor upwards, so $\theta\ge\theta_b$ and hence $E\ge E_b+\frac32\theta_by^2$. Insert this, use $e^{-\beta E_b}=1-\theta_b$ and $a-y\le a$, and extend the integral to infinity:

$$R\le3a(1-\theta_b)\int_0^\infty e^{-3\beta\theta_by^2/2}dy
=3a(1-\theta_b)\sqrt{\frac{\pi}{6\beta\theta_b}} .$$

The correction grows at most linearly with $a$. Thus, at fixed $\beta$, $\theta_b$ and $K$,

$$\varepsilon\simeq E_b+\frac32a^2,\qquad \frac{\varepsilon}{a^2}\to\frac32\quad(a\to\infty).$$

**Q.** I accept the algebra, but I still want to know where the second factor of $a$ comes from.

**A.** Consider a sharp front: the wall is saturated down to depth $sd$ and bare below. Nothing is consumed above the front, so the arrival rate there obeys $\phi''=0$ and falls linearly from $\Phi$ to about zero. Its slope per diameter has magnitude $\Phi/s$.

The uptake rate per mouth area is the wall-to-mouth area ratio, 4 per diameter of depth, times the integrated local uptake. The instantaneous form of the diffusion equation is $d^2\phi''=3K\,\partial\theta/\partial t$, so that integral is one third of the slope. The uptake is therefore $4\Phi/(3s)$, and a molecule entering the mouth has a chance $4/(3s)$ of being used. This is the limit for $s\gg1$: with free flights the chance is 0.021 against 0.022 at $s=60$, but 0.11 against 0.13 at $s=10$. Advancing the front by $ds$ costs $4K\,ds$ per mouth area, so

$$4K\frac{ds}{dt}=\frac{4\Phi}{3s}\quad\Rightarrow\quad \frac{s^2}{2}=\frac{\Phi t}{3K}\quad\Rightarrow\quad\varepsilon=\frac32s^2 .$$

One factor of $a$ is the wall to be filled. The other is the falling chance of reaching the part that is still bare.

**Q.** So a hole with $a=10$ is already "large aspect ratio"?

**A.** Not necessarily. The two terms of the rule are equal at

$$a_c=\sqrt{\frac{2E_b}{3}} .$$

Differentiating the rule gives the local exponent

$$\frac{d\ln\varepsilon}{d\ln a}=\frac{3a^2}{E_b+\frac32a^2}=\frac{2}{1+(a_c/a)^2} .$$

For the rule it is 1 at $a_c$ and reaches 1.9 at $a=\sqrt{19}\,a_c\approx4.4a_c$. The rule leaves out corrections that grow more slowly than $a^2$, and these shift the point where the exponent reaches 1.9. Unless the demanded coverage is low, replacing flights by diffusion makes the exposure too low, while dropping $R$ makes it too high, so the shift can go either way. In the diffusion equation the square law holds when $a\gg1$, $a\gg a_c$ and, to keep $R$ small beside $a^2$, $a\gg(1-\theta_b)/\sqrt{\beta\theta_b}$. The last condition matters when the demanded coverage is low. For coverages of a few per cent or less these conditions are not enough for free flights, because some molecules fly far past the front and coat the deep wall early. With $\beta=1$, $\theta_b=0.01$ and $a=60$ the ballistic exposure is about a third below that of the diffusion equation. For $a\ll a_c$ and small $\beta$, so few molecules stick that the arrival rate at the bottom stays close to that at the mouth, and $\varepsilon\approx E_b$ whatever the depth. The bounds give the precise condition, $E_b\gg\max_xN$; since $N$ also contains terms of order $a$ and 1, this fails for $\beta$ near 1, where $E_b$ is only a few units. The full ballistic equation shows this: with $\beta=0.001$ and $\theta_b=0.99$, the exponent between $a=2$ and $a=4$ is $0.008$.

**Q.** Put in a real hole.

**A.** Take a hole like the channel holes of stacked memories, $d=100$ nm and $L=6\ \mu$m, so $a=60$. It is to be coated with aluminium oxide from trimethylaluminium at 500 K and 0.1 Torr, with $\theta_b=0.99$. I take rough typical values of 0.10 nm growth per cycle, film density 3000 kg/m³ and $\beta=0.01$. Each precursor molecule brings one aluminium atom and each Al$_2$O$_3$ unit needs two, so

$$K=\frac{2\times10^{-10}\,\text{m}\times3000\,\text{kg/m}^3}{0.10196\,\text{kg/mol}}N_A=3.54\ \text{nm}^{-2}.$$

With $\Phi=1.85\times10^5$ nm$^{-2}$s$^{-1}$, one monolayer arrives on an open surface in $K/\Phi=19.15\ \mu$s. The dose at the worst spot is $E_b=\ln(100)/0.01=460.5$, hence $a_c=17.5$. The rule gives

$$\varepsilon\approx460.5+1.5\times60^2=5860,\qquad t\approx5860\times19.15\ \mu\text{s}=112\ \text{ms}.$$

The ballistic equation, on a grid of eight wall rings per diameter, gives $\varepsilon\approx6130$, a pulse of 117 ms and an exposure of 0.0117 Torr s, or 1.56 Pa s. Refining the grid to convergence raises these by about 0.4 %, to 6150, 118 ms, 0.0118 Torr s and 1.57 Pa s. On an open surface the same coverage would take only $460.5\times19.15\ \mu$s, about 9 ms.

**Q.** The rule is low by more than 4 %. Is that the approximation or your numerics?

**A.** Mostly the approximation. The diffusion equation itself gives 5848, so dropping $R$ costs only 12 units, within the bound of 13. The rest comes from replacing flights by diffusion, and from the mouth and floor. It shows in the hit number $N$ from the floor, computed on a grid of wall rings with the floor as one cell:

| $a$ | ballistic $\varepsilon$ | $N/(1.5a^2)$ |
|---|---|---|
| 15 | 860 | 1.19 |
| 30 | 1940 | 1.10 |
| 60 | 6130 | 1.05 |
| 120 | 22600 | 1.03 |
| 240 | not computed | 1.01 |

Halving the rings at $a=60$ raises $N$ by 0.3 %, and the converged values of $N$ lie about 0.4 % above those of this grid. The last digit shown is therefore uncertain throughout: converged, $\varepsilon$ is about 6150 at $a=60$ and 22700 at $a=120$, the ratios at $a=60$ and 240 are 1.06 and 1.02, and the first exponent below is 1.18. Ray tracing tests the grid at $a=5$: it gives $56.61\pm0.25$ hits, against 56.55 with the halved rings.

The exponent of $\varepsilon$ over successive doublings is 1.17, 1.66 and 1.88. It is still below 2 at these depths, mainly because of $E_b$: over the same doublings the hit number alone has exponents 1.89, 1.94 and 1.96.

**Q.** You ignored collisions in the gas and the time spent in the hole.

**A.** At a total pressure of 1 Torr, with a rough molecular diameter of 0.6 nm, the mean free path is about 30 µm, or some 300 hole diameters. That supports free flight between walls.

For the residence time, the flights have mean length $d$. Molecules leaving a surface have speeds weighted by $v$, so their mean of $1/v$ is $1/\bar v$, with $\bar v=383$ m/s. A molecule from the bottom thus spends about $Nd/\bar v=1.5\ \mu$s in the hole, some $10^{-5}$ of the pulse.

**Q.** And if the hole were wide enough for gas collisions to dominate?

**A.** Then the diffusivity $D$ no longer depends on $d$. For a dilute precursor of density $n$ at the mouth and a sharp front at $x$, the flow balance is

$$\frac{\pi d^2}{4}\frac{Dn}{x}=\pi dK\frac{dx}{dt}\quad\Rightarrow\quad t=\frac{2KL^2}{Dnd} .$$

The time still grows as $L^2$ at fixed $d$, but it depends on $L^2/d$ and not on the aspect ratio alone. Two holes of equal $a$ and different size then need different exposures.

**Q.** Would you set a process by the 117 ms?

**A.** Not without corrections. It covers only the trimethylaluminium pulse; each cycle also needs an oxidant pulse and purges, which are not sized here. The value of $\beta$ is poorly known. With everything else fixed, $\beta=0.1$ multiplies the exposure by 0.93 and $\beta=0.001$ by 1.67. The film also narrows the hole: once it is 10 nm thick, $a$ is about 75 and the next cycle needs about 1.5 times the initial exposure.

Constant pressure at the mouth is also doubtful. If a 300 mm wafer were covered entirely with such holes at 150 nm hexagonal pitch, it would take up 98 times as much as a flat wafer, about 41 µmol. Supplying that in 117 ms needs 465 sccm of precursor. A line delivering 100 sccm would need at least about 0.55 s. While the supply sets the pace, the time follows the wall area and so grows linearly with depth in deep holes of fixed diameter. The exposure, now the time integral of $P$, does not: the static equation contains only the accumulated arrivals, so the required exposure is the same however the pressure varies during the pulse. Nor does the linear time last for ever. The pulse can't be shorter than at full pressure, and that time, growing as $a^2$, takes over in still deeper holes.

Taper, desorption and blocking of sites by reaction products are left out and not sized here. The remaining values are in the numerical output.

## Calculated quantities

```
mean-square axial hop / d^2: 0.666667
mean flight length / d: 1.000000
hits before escape, a=5, ray tracing: 56.61 +- 0.25
hits before escape, a=5, matrix: 56.55
time-stepping test, a=10, beta=0.1: eps = 236.84
  worst coverage reached by time stepping: 0.99000
hole diameter: 100 nm, depth: 6.0 um
aspect ratio a: 60.0
temperature: 500 K
precursor pressure: 0.1 Torr, total: 1.0 Torr
growth per cycle: 0.10 nm, density: 3000 kg/m3
molar masses: gas 72.09, film 101.96 g/mol
sticking beta: 0.01, demanded coverage: 0.99
saturation density K: 3.544 molecules/nm2
impingement rate: 1.85e+05 molecules/(nm2 s)
time for K arrivals on open surface: 19.15 us
bottom dose E_b: 460.5
crossover aspect ratio a_c: 17.5
a, ballistic eps, hits N from bottom, N/(1.5 a^2):
    15      859.6      400.3 1.1862
    30     1939.3     1483.2 1.0986
    60     6126.6     5677.2 1.0513
   120    22592.3    22156.6 1.0258
   240      (none)    87435.5 1.0120
exponent of eps, a=15-30, 30-60, 60-120: 1.174, 1.660, 1.883
exponent of N, a=120-240: 1.980
exponent of eps, a=2-4, beta=0.001: 0.0080
example bounds on eps: 6080.9 to 6139.8
example eps, ballistic: 6126.6
example eps, diffusion equation: 5848.4
example eps, simple rule: 5860.5
simple rule error: -4.34 % (a=120: -2.35 %)
change of N on halving the cells: 0.30 %
depth of worst spot / d: 59.56
pulse time, ballistic: 117.3 ms
exposure, ballistic: 0.01173 Torr s = 1.564 Pa s
pulse time, simple rule: 112.2 ms
exposure, simple rule: 0.01122 Torr s
after 10 nm film: a = 74.9, exposure x 1.502
exposure factor for beta=0.1: 0.934, beta=0.001: 1.673
molecule diameter: 0.6 nm, 0.6 % of hole diameter
mean free path: 32.4 um = 324 d
mean speed: 383 m/s
residence time from bottom: 1.48 us = 1.26e-05 of pulse
fraction of mouth arrivals kept: 0.0393
wafer: 300 mm, hexagonal hole pitch: 150 nm
uptake relative to flat wafer: 97.6
precursor uptake per wafer: 40.6 umol
supply needed during pulse: 465 sccm
```
